# Mean and Median Arrhenius Rates under Gaussian Barrier Uncertainty

## Problem

In the trimethylaluminium half-cycle of alumina deposition, an anchored dimethylaluminium group can lose a further methyl as methane by taking a proton from a neighbouring hydroxyl. Model this step by the Arrhenius rate

\[
k(E)=A\,e^{-E/k_BT},
\]

with \(A=10^{13}\ \mathrm{s^{-1}}\) and \(T=450\) K known. The barrier \(E\) has one true value, which a calculation has fixed only to within an error. Describe the knowledge of it by a Gaussian of mean \(\mu=1.1\) eV and standard deviation \(\sigma=0.1\) eV. The numbers are round model parameters. Angle brackets denote an average over this belief, not over thermal events.

1. Find the median of the predicted rate and its central 95% interval.
2. Find the mean rate and its ratio to the median. Does a second-order expansion in the barrier error suffice?
3. Which barriers carry the mean? At which quantile of the rate does it lie, and what apparent activation energy does it have?
4. Find the mean of the waiting time \(1/k\) and compare it with \(1/\langle k\rangle\).
5. How many random draws of \(E\) give the mean rate with a relative standard error of 10%?
6. The groups react independently with the same \(k\) for \(t=0.1\) s. Find the mean reacted fraction, and compare it with the fractions at the median and mean rates.
7. How small must \(\sigma\) be for the mean rate to be at most twice the median?
8. How does the ratio in part 2 respond to errors in \(\sigma\) and \(T\), to an uncertain prefactor, and to the shape of the low-barrier tail?

## Solution

### 1. Median and interval

Write \(E=\mu+\sigma x\), where \(x\) has the standard normal density \(\varphi(x)=e^{-x^2/2}/\sqrt{2\pi}\) and cumulative distribution \(\Phi(x)\). With \(s=\sigma/k_BT\),

\[
k=A\,e^{-\mu/k_BT}e^{-sx}=k(\mu)\,e^{-sx}.
\]

The logarithm of \(k\) is therefore Gaussian with standard deviation \(s\). Since \(k\) falls monotonically with \(E\), it exceeds \(k(\mu)\) when \(E<\mu\), which has probability 1/2. The median is \(k(\mu)\).

Here \(k_BT=0.03878\) eV, so \(s=0.1/0.03878=2.579\), and

\[
k(\mu)=10^{13}\,e^{-1.1/0.03878}\ \mathrm{s^{-1}}=4.79\ \mathrm{s^{-1}}.
\]

The central 95% of \(x\) lies within \(\pm1.96\). The rate interval is \(k(\mu)e^{\pm1.96s}\), a factor of 157 each way: from 0.031 to 751 s⁻¹.

### 2. Mean

The average is

\[
\langle k\rangle=\frac{k(\mu)}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-sx-x^2/2}\,dx .
\]

Because \((x+s)^2=x^2+2sx+s^2\), the exponent is

\[
-sx-\frac{x^2}{2}=-\frac{(x+s)^2}{2}+\frac{s^2}{2}.
\]

The shifted Gaussian integrates to \(\sqrt{2\pi}\), leaving

\[
\boxed{\frac{\langle k\rangle}{k(\mu)}=e^{s^2/2}=\exp\!\left[\frac{\sigma^2}{2(k_BT)^2}\right]}
\]

With \(s^2/2=3.325\), the ratio is 27.8 and \(\langle k\rangle=133\ \mathrm{s^{-1}}\). Neither \(\mu\) nor \(A\) enters the ratio.

The integral includes negative barriers, which have no meaning here. Part 8 shows that their contribution is negligible for these parameters.

Expanding \(e^{-sx}\) to second order and using \(\langle x\rangle=0\), \(\langle x^2\rangle=1\) gives \(1+s^2/2=4.33\). This is adequate for \(s\ll1\), when the barrier error is small compared with \(k_BT\). Here it misses most of the result.

The ratio is not a correction to be applied to the rate. The true rate is equally likely to lie above or below \(k(\mu)\); the mean is large because the possible overshoots are much larger, in absolute terms, than the undershoots.

### 3. Where the mean comes from

By the completed square, the rate-weighted density of \(x\) is

\[
\frac{e^{-sx}\varphi(x)}{e^{s^2/2}}=\varphi(x+s).
\]

It is centred at \(x=-s\), which corresponds to the barrier

\[
E_c=\mu-s\sigma=\mu-\frac{\sigma^2}{k_BT}=1.1-0.258=0.842\ \mathrm{eV}.
\]

By symmetry, half of the mean comes from barriers below \(E_c\). The belief gives such barriers a probability of \(\Phi(-s)=0.50\%\). Half of the mean thus rests on one part in two hundred of the distribution.

The condition \(k<\langle k\rangle\) reads \(-sx<s^2/2\), or \(x>-s/2\). Its probability is \(\Phi(s/2)=90.1\%\), so the true rate is below the mean with 90% probability.

For the apparent activation energy, set \(\beta=1/k_BT\) and hold \(A\) and \(\sigma\) independent of temperature:

\[
\ln\langle k\rangle=\ln A-\beta\mu+\frac{\beta^2\sigma^2}{2},
\qquad
-\frac{d\ln\langle k\rangle}{d\beta}=\mu-\beta\sigma^2=E_c .
\]

An Arrhenius plot of the mean prediction would have the local slope of a 0.842 eV barrier, although the belief is centred on 1.1 eV. On cooling, \(E_c\) moves further into the tail. The Gaussian formula requires \(E_c\) to stay several \(\sigma\) above zero.

### 4. Mean waiting time

For a given barrier, the thermal mean waiting time is \(1/k=e^{sx}/k(\mu)\). Now

\[
sx-\frac{x^2}{2}=-\frac{(x-s)^2}{2}+\frac{s^2}{2},
\]

and hence

\[
\left\langle\frac1k\right\rangle=\frac{e^{s^2/2}}{k(\mu)}=27.8\times0.2087\ \mathrm{s}=5.80\ \mathrm{s}.
\]

By contrast, \(1/\langle k\rangle=1/133.2\) s, about 0.0075 s. The two differ by the factor \(\langle k\rangle\langle1/k\rangle=e^{s^2}=773\). Low barriers dominate the mean rate and high barriers dominate the mean time, so one average suggests a fast reaction and the other a slow one. The median has no such conflict: the median of \(1/k\) is \(1/k(\mu)=0.209\) s.

### 5. Sampling the mean

Replacing \(s\) by \(2s\) in the integral of part 2 gives \(\langle k^2\rangle=k(\mu)^2e^{2s^2}\). The relative variance is

\[
\frac{\langle k^2\rangle-\langle k\rangle^2}{\langle k\rangle^2}
=\frac{e^{2s^2}}{e^{s^2}}-1=e^{s^2}-1=772 .
\]

The average of \(N\) independent draws has relative standard error \(\sqrt{(e^{s^2}-1)/N}\). Setting this to 0.1 gives \(N=772/0.01\), or about 77,000 draws.

A small sample usually gives too low a value. Among 100 draws, the expected number below \(E_c\) is only 0.5, and the probability of having none is about \(0.995^{100}\approx0.61\). In a simulation of 10,000 batches of 100 draws, 74% of the batch averages lay below the true mean, and their median was 87 s⁻¹ instead of 133 s⁻¹. The estimator is unbiased, but rare large averages make up for many low ones.

### 6. Reacted fraction

With enough hydroxyl neighbours, the reacted fraction obeys \(d\theta/dt=k(1-\theta)\) with \(\theta(0)=0\), so

\[
\theta=1-e^{-kt}.
\]

At the median rate \(kt=0.479\) and \(\theta=0.381\). Since \(\theta\) rises monotonically with \(k\), this is also the median predicted fraction. At the mean rate \(kt=13.3\) and \(\theta=0.999998\), which suggests a finished reaction. Averaging the fraction itself over the belief, by numerical integration, gives

\[
\langle\theta\rangle=\int_{-\infty}^{\infty}\left[1-e^{-k(\mu)t\,e^{-sx}}\right]\varphi(x)\,dx=0.472 .
\]

The order of the inequality follows from \(\partial^2\theta/\partial k^2=-t^2e^{-kt}<0\): for a concave function, the average lies below the function of the average. Physically, a very low barrier can raise \(k\) by orders of magnitude, but it cannot react more than all the groups.

The mean rate does govern the short-time limit. If \(kt\ll1\) for the rates that carry the mean, then \(\theta\approx kt\) and \(\langle\theta\rangle\approx\langle k\rangle t\). Those rates lie around \(k(E_c)=k(\mu)e^{s^2}\approx3.7\times10^3\ \mathrm{s^{-1}}\), which sets a time scale of 0.3 ms. Because they spread over orders of magnitude, \(t\) must be far shorter than this for close agreement: \(\langle\theta\rangle\) is 11% below \(\langle k\rangle t\) at 10 µs and about 2.5% below at 1 µs. The exposure of 0.1 s is far outside this limit.

The same integral has another reading. If the barriers truly varied from site to site with this Gaussian, and the sites reacted independently, \(\langle k\rangle\) would be the actual initial rate per site and \(\langle\theta\rangle\) the actual reacted fraction. For one unknown barrier shared by all sites, the surface follows a single curve \(1-e^{-kt}\), and \(\langle\theta\rangle\) is an expectation about which curve it is.

### 7. Required barrier accuracy

The condition \(e^{s^2/2}\le2\) gives \(s\le\sqrt{2\ln2}\), and therefore

\[
\sigma\le k_BT\sqrt{2\ln2}=0.0457\ \mathrm{eV}
\]

at 450 K, for a Gaussian belief with a known prefactor.

### 8. Robustness of the ratio

**Errors in \(\sigma\) and \(T\).** Let \(R=e^{s^2/2}\). From \(\ln R=\sigma^2/2(k_BT)^2\),

\[
\frac{\partial\ln R}{\partial\ln\sigma}=s^2,\qquad
\frac{\partial\ln R}{\partial\ln T}=-s^2,\qquad s^2=6.65 .
\]

At 450 K, \(R\) is 14.8 for \(\sigma=0.09\) eV and 55.9 for 0.11 eV. At fixed \(\sigma=0.1\) eV, it is 32.4 at 440 K and 24.1 at 460 K. A small relative error in \(\sigma\) is thus multiplied by 6.65 in the ratio, so the figure of 28 is much less certain than the error bar that produced it.

**Uncertain prefactor.** Let \(\ln A\) be Gaussian with standard deviation \(a\) and correlation \(\rho\) with \(E\), the two being jointly Gaussian. Then \(\ln k\) is Gaussian with variance

\[
V=s^2+a^2-2\rho as,
\]

where the minus sign arises because a larger \(E\) lowers \(\ln k\) while a larger \(\ln A\) raises it. The ratio becomes \(e^{V/2}\). For a one-sigma factor of 3, \(a=\ln3=1.099\), it is 50.8 at \(\rho=0\) and 12.3 at \(\rho=0.5\). A positive correlation lowers the ratio, but the uncertain prefactor also adds variance of its own. The ratio falls below the known-prefactor value of 27.8 only if \(\rho>a/2s\), here 0.21.

**Barrier floor.** Suppose barriers below \(F\) are excluded and the belief is renormalized. The integral of part 2 then starts at \(x=(F-\mu)/\sigma\), and

\[
\frac{\langle k\rangle_F}{k(\mu)}=e^{s^2/2}\,
\frac{\Phi[(E_c-F)/\sigma]}{\Phi[(\mu-F)/\sigma]} .
\]

For \(F=0\) the value stays at 27.8, because \(E_c\) is 8.4 standard deviations above zero. For \(F=0.8\) eV, three standard deviations below \(\mu\), it drops to 18.5.

**Heavy tail.** A Student-t density with \(\nu\) degrees of freedom falls as \(|x|^{-(\nu+1)}\) at large \(|x|\). The factor \(e^{-sx}\) grows faster than any power as \(x\to-\infty\), so without a floor the mean rate is infinite. Take \(\nu=10\) and the same standard deviation of 0.1 eV. With a floor at zero, \(\langle k\rangle/k(\mu)\) is about \(1.3\times10^5\), and 95% of the mean comes from barriers below 0.2 eV. That number reflects the floor and the assumed tail, not knowledge of the reaction. With the floor at 0.8 eV the value is 18.7, close to the Gaussian 18.5. The 28-fold ratio therefore depends on trusting the Gaussian more than \(2.6\sigma\) below its centre.

**The real process.** A temperature of 450 K and an exposure of order 0.1 s are realistic for this deposition. The barrier error of 0.1 eV is illustrative; common density functionals can miss a barrier by more. The mean barrier of 1.1 eV is likewise a model value, not one computed for a particular surface site; a lower one would speed up the reaction without changing the ratio, as long as \(E_c\) stays well above zero. A real surface can also run short of hydroxyls. Suppose groups and hydroxyls start at equal density, are used up together and stay randomly mixed. The rate per remaining group is then proportional to the fraction of hydroxyls left, \(k(1-\theta)\), so \(d\theta/dt=k(1-\theta)^2\), which integrates to \(1/(1-\theta)=1+kt\), or \(\theta=kt/(1+kt)\). The fraction at the median rate then falls from 0.381 to 0.324, and the mean fraction from 0.472 to 0.407. Proton tunnelling, estimated for a parabolic barrier with a rough imaginary wavenumber of 1000 cm⁻¹, multiplies the rate by 1.60. If this factor is the same for every barrier in the belief, it cancels from the ratio. Hydroxyl depletion changes the reacted fractions but not the rate constant, so it leaves the ratio unchanged as well.

## Values computed for the example and the checks

```
Temperature: 450 K; thermal energy kT: 0.03878 eV
Barrier mean: 1.10 eV; standard deviation: 0.10 eV
Prefactor: 1.0e+13 1/s; reaction time: 0.10 s
s = sigma/kT: 2.5788; s^2: 6.6501; s^2/2: 3.3251 (no unit)
Median rate: 4.792 1/s
Mean rate: 133.2 1/s
Mean/median ratio: 27.80
Second-order expansion of the ratio: 4.33
Central 95% interval of rate: 0.0306 to 751 1/s
95% factor each way: 157
Quantile at which the mean rate lies: 90.1 %
Shift sigma^2/kT: 0.2579 eV
Centre of rate-weighted barriers: 0.8421 eV
Share of mean from barriers below centre: 50.0 %
Probability of barriers below centre: 0.50 %
Apparent barrier of mean rate, finite difference: 0.8421 eV
Median waiting time 1/k: 0.2087 s; mean: 5.80 s
Mean rate times mean waiting time: 773
Relative variance of rate: 772
Draws for 10% standard error of mean: 77187
Share of 100-draw averages below true mean: 74 %
Median of 100-draw averages: 87 1/s
Sigma for mean/median ratio 2: 0.0457 eV
Reacted fraction at median rate: 0.381
Reacted fraction at mean rate: 0.999998
Mean reacted fraction: 0.472
Second-order law: fraction at median rate 0.324, mean 0.407
Ratio for sigma 0.09 eV at 450 K: 14.8
Ratio for sigma 0.11 eV at 450 K: 55.9
Ratio for sigma 0.10 eV at 440 K: 32.4
Ratio for sigma 0.10 eV at 460 K: 24.1
Prefactor log-spread, one-sigma factor 3: 1.0986
Ratio with uncertain prefactor, correlation 0.0: 50.8
Ratio with uncertain prefactor, correlation 0.5: 12.3
Gaussian, floor 0.0 eV: mean rate / k(mu) = 27.80
Gaussian, floor 0.8 eV: mean rate / k(mu) = 18.46
Student-t: 10 degrees of freedom, scale 0.0894 eV
Student-t, floor 0.0 eV: mean rate / k(mu) = 1.31e+05
Student-t, floor 0.8 eV: mean rate / k(mu) = 18.7
Student-t, floor 0: share of mean from barriers below 0.2 eV: 94.9 %
Imaginary wavenumber: 1000 1/cm; quantum: 0.1240 eV
Tunnelling factor on every rate: 1.60
```
